\section*{Damping and the Threshold of Perpendicular Spin-Orbit Switching}

\section{Two ways to lose a stable state}

\textbf{Q:} In my perpendicular spin-transfer devices, lower damping means a lower switching current. I put a low-damping magnet on a spin-orbit line, and the threshold hardly moved. The torque has the same mathematical form in both. Why does damping matter in one and not in the other?

\textbf{A:} Because the up state can lose stability in two different ways, and damping enters one of them. Take a uniformly magnetized layer with unit magnetization $\mathbf m$, perpendicular anisotropy field $B_K$, and no thermal noise. Electrons with spin polarization $\boldsymbol\sigma$, taken as the direction of their magnetic moments, exert a damping-like torque of field strength $B_D$. I measure fields in $B_K$ and time in $1/(\gamma B_K)$, where $\gamma>0$ is the gyromagnetic ratio, and write $b=B_D/B_K$. The Gilbert equation is
\begin{equation}
\dot{\mathbf m}=-\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad
\mathbf H=m_z\hat{\mathbf z}+h\hat{\mathbf x}+f\boldsymbol\sigma+b\,\mathbf m\times\boldsymbol\sigma .
\label{llg}
\end{equation}
Here $h$ is an applied in-plane field and $f$ a field-like torque. The last term gives $-b\,\mathbf m\times(\mathbf m\times\boldsymbol\sigma)=b[\boldsymbol\sigma-\mathbf m(\mathbf m\cdot\boldsymbol\sigma)]$, which pulls $\mathbf m$ toward $\boldsymbol\sigma$.

To solve for $\dot{\mathbf m}$, apply $\mathbf m\times$ to (\ref{llg}). Since $\mathbf m\cdot\dot{\mathbf m}=0$, we have $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, so
\[
\mathbf m\times\dot{\mathbf m}=-\mathbf m\times(\mathbf m\times\mathbf H)-\alpha\dot{\mathbf m}.
\]
Let $\mathbf F=-\mathbf m\times(\mathbf m\times\mathbf H)$, the part of $\mathbf H$ tangential to the sphere. Then $\mathbf m\times\mathbf H=\mathbf m\times\mathbf F$, and substitution gives
\begin{equation}
(1+\alpha^2)\dot{\mathbf m}=\alpha\mathbf F-\mathbf m\times\mathbf F .
\label{explicit}
\end{equation}
An equilibrium requires $\mathbf F=0$, a condition without $\alpha$.

\textbf{Q:} The equilibrium may not contain damping, but its stability could.

\textbf{A:} It can, so we linearize. At an equilibrium choose tangent vectors with $\mathbf e_1\times\mathbf e_2=\mathbf m$, and let $F_{ij}$ be the derivative of $F_i$ for a displacement along $\mathbf e_j$. Because $\mathbf m\times\mathbf e_1=\mathbf e_2$ and $\mathbf m\times\mathbf e_2=-\mathbf e_1$, the Jacobian is
\begin{equation}
J=\frac{1}{1+\alpha^2}
\begin{pmatrix}\alpha&1\\-1&\alpha\end{pmatrix}
\begin{pmatrix}F_{11}&F_{12}\\F_{21}&F_{22}\end{pmatrix}.
\end{equation}
The first matrix has determinant $1+\alpha^2$. Hence
\begin{equation}
\det J=\frac{\det(F_{ij})}{1+\alpha^2},\qquad
\operatorname{tr}J=\frac{\alpha(F_{11}+F_{22})+F_{21}-F_{12}}{1+\alpha^2}.
\label{dettr}
\end{equation}

The conservative fields are minus the gradient of $e=-m_z^2/2-hm_x-f\,\mathbf m\cdot\boldsymbol\sigma$. They contribute a symmetric matrix with trace $-\Delta e$, where $\Delta$ is the Laplacian on the sphere. For the damping-like part, put $\sigma_0=\mathbf m\cdot\boldsymbol\sigma$. The tangential parts of $\mathbf e_1\times\boldsymbol\sigma$ and $\mathbf e_2\times\boldsymbol\sigma$ are $-\sigma_0\mathbf e_2$ and $+\sigma_0\mathbf e_1$. They add $-b\sigma_0$ to $F_{21}$ and $+b\sigma_0$ to $F_{12}$, so
\begin{equation}
\operatorname{tr}J=-\frac{\alpha\Delta e+2b\,\mathbf m\cdot\boldsymbol\sigma}{1+\alpha^2}.
\label{trace}
\end{equation}

To find $\Delta e$, add the second derivatives along the two great circles $\mathbf m\cos\eta+\mathbf e_i\sin\eta$. A linear function $\mathbf n\cdot\mathbf m$ gives $-2\mathbf n\cdot\mathbf m$. The function $m_z^2$ gives $2(e_{1z}^2+e_{2z}^2)-4m_z^2=2-6m_z^2$. Therefore
\begin{equation}
\Delta e=3m_z^2-1+2hm_x+2f\,\mathbf m\cdot\boldsymbol\sigma .
\label{lap}
\end{equation}

Stability needs $\operatorname{tr}J<0$ and $\det J>0$. If the trace changes sign while the determinant is positive, precession is amplified: the torque supplies more energy per turn than damping removes. If the determinant reaches zero, the restoring torque has vanished in one direction. The sign of the determinant does not depend on $\alpha$.

\section{The two geometries}

\textbf{Q:} Which one happens in my spin-transfer device?

\textbf{A:} There $\boldsymbol\sigma=-\hat{\mathbf z}$ opposes $\mathbf m=\hat{\mathbf z}$. With $h=f=0$, (\ref{lap}) gives $\Delta e=2$, and
\begin{equation}
\operatorname{tr}J=-\frac{2(\alpha-b)}{1+\alpha^2},\qquad
(F_{ij})=\begin{pmatrix}-1&-b\\ b&-1\end{pmatrix},\qquad
\det(F_{ij})=1+b^2>0 .
\end{equation}
The determinant never vanishes. The state is lost by amplification at
\begin{equation}
b=\alpha,\qquad B_D=\alpha B_K .
\end{equation}
The torque can be much weaker than the anisotropy because its effect accumulates over many turns.

The growth also continues to reversal. At polar angle $\theta$, the tangential field is $-\sin\theta\cos\theta$ along $\hat{\boldsymbol\theta}$ and $b\sin\theta$ along the azimuthal direction $\hat{\boldsymbol\varphi}$. Since $\mathbf m\times\hat{\boldsymbol\varphi}=-\hat{\boldsymbol\theta}$, (\ref{explicit}) becomes
\begin{equation}
(1+\alpha^2)\dot\theta=(b-\alpha\cos\theta)\sin\theta .
\end{equation}
For $b>\alpha$ the right side is positive all the way from a small initial tilt to $\theta=\pi$.

\textbf{Q:} And on the spin-orbit line?

\textbf{A:} Now $\boldsymbol\sigma=\hat{\mathbf y}$. Set $f=0$ for the moment, and let an assisting field be $h=-k$ with $0\le k<1$. Try $\mathbf m=(-\sin\phi,0,\cos\phi)$. Then
\[
\mathbf m\times\hat{\mathbf y}=(-\cos\phi,0,-\sin\phi)=\frac{d\mathbf m}{d\phi}.
\]
The damping-like field pushes directly toward larger tilt, with the same strength $b$ at every $\phi$. Projecting the other fields on this direction gives
\begin{equation}
F_\phi=b-\sin\phi\cos\phi+k\cos\phi=0
\quad\Rightarrow\quad b=\cos\phi\,(\sin\phi-k).
\label{balance}
\end{equation}
The equilibrium has $\mathbf m\cdot\boldsymbol\sigma=0$. By (\ref{trace}), the torque then contributes nothing to amplification.

For the determinant we need two restoring coefficients. Differentiating $F_\phi$ gives $-(\cos2\phi+k\sin\phi)$. For a displacement $\eta$ along $y$, $F_y=-\eta\,\mathbf m\cdot\mathbf H=-\eta(\cos^2\phi+k\sin\phi)$. Cross terms vanish because $e$ is even in $m_y$ and the damping-like cross terms are proportional to $\mathbf m\cdot\boldsymbol\sigma=0$. Thus
\begin{equation}
\det(F_{ij})=(\cos2\phi+k\sin\phi)(\cos^2\phi+k\sin\phi).
\end{equation}
Both factors are positive until the first reaches zero. Their sum is $\Delta e$, so the trace remains negative up to that point for every $\alpha>0$. With $s=\sin\phi$, the zero is at $1-2s^2+ks=0$:
\begin{equation}
s=\frac{k+\sqrt{k^2+8}}{4},\qquad b_{\rm static}=\sqrt{1-s^2}\,(s-k).
\end{equation}
Without a field, $\phi=45^\circ$ and
\begin{equation}
b_{\rm static}=\tfrac12,\qquad B_D=\tfrac12B_K .
\end{equation}
This is the threshold for a slowly raised current. It is set by the largest restoring torque the anisotropy can provide.

\textbf{Q:} I had pictured the current forcing the magnetization all the way into the plane before anything happens.

\textbf{A:} Balance is lost at $45^\circ$. The plane matters afterwards. At $\mathbf m=\boldsymbol\sigma$ with $h=f=0$, $\Delta e=-1$, so $\operatorname{tr}J=-(2b-\alpha)/(1+\alpha^2)$. In the basis $(\hat{\mathbf z},\hat{\mathbf x})$ the field derivatives are $F_{11}=1$, $F_{22}=0$, $F_{12}=b$ and $F_{21}=-b$, with determinant $b^2$. The in-plane state is therefore stable for $b>\alpha/2$, and at low damping it coexists with the tilted up state far below $b=1/2$.

\section{A sudden current}

\textbf{Q:} That coexistence worries me. My pulses rise quickly. Could a lightly damped magnet overshoot into the in-plane state?

\textbf{A:} Yes, if the rise is short compared with a precession period, and this is where low damping does help. Take $\alpha=h=f=0$ and switch $b$ on suddenly at $\mathbf m=\hat{\mathbf z}$. The components of (\ref{llg}) are
\begin{align}
\dot m_x&=-m_ym_z-bm_xm_y,\\
\dot m_y&=m_xm_z+b(1-m_y^2),\\
\dot m_z&=-bm_ym_z .
\end{align}
Define $u=-m_x/m_z$. Then
\begin{equation}
\dot u=-\frac{\dot m_x}{m_z}+\frac{m_x\dot m_z}{m_z^2}
=m_y+\frac{bm_xm_y}{m_z}-\frac{bm_xm_y}{m_z}=m_y .
\end{equation}
Hence $d(\ln m_z)/dt=-b\dot u$, which integrates to $m_z=e^{-bu}$. With $m_x=-um_z$ and $|\mathbf m|=1$,
\begin{equation}
\dot u^2=m_y^2=1-(1+u^2)e^{-2bu}.
\label{orbit}
\end{equation}
Initially $\dot m_y=b>0$, so $u$ grows. It turns back if $2bu=\ln(1+u^2)$ has a positive solution. Escape therefore requires
\begin{equation}
b>b_0=\max_{u>0}\frac{\ln(1+u^2)}{2u}.
\end{equation}
Setting the derivative to zero gives $\ln(1+u_*^2)=2u_*^2/(1+u_*^2)$, and so $b_0=u_*/(1+u_*^2)$. The solution is $u_*=1.980$ and $b_0=0.402$. Above $b_0$, $u$ grows without limit, $m_z$ and $m_x$ tend to zero, and $\mathbf m$ approaches $\boldsymbol\sigma$.

The critical swing ends at tilt $\arctan u_*\approx63^\circ$. This is the second, unstable solution of $b=\frac12\sin2\phi$. Overshoot carries $\mathbf m$ over that point before the static balance disappears. Without an applied field or field-like torque, the gain approaches $1-2b_0=19.5\%$ of the static threshold as the damping goes to zero.

\textbf{Q:} Does a little damping raise or lower this value?

\textbf{A:} To first order it raises it. Follow $g=\ln m_z+bu$, which stays zero without damping. The damping term adds $\delta\dot{\mathbf m}=\alpha\mathbf F$, because $\mathbf m\times\dot{\mathbf m}=\mathbf F$ on the undamped orbit. Using $m_x=-um_z$,
\[
\dot g=\frac{(1-bu)\delta\dot m_z-b\,\delta\dot m_x}{m_z},
\]
\[
F_x=-bm_z+um_z^3,\qquad F_z=m_z(1-bu-m_z^2).
\]
Inserting these, the terms $\pm bum_z^2$ cancel:
\begin{equation}
\dot g=\alpha G,\qquad G(u)=(1-bu)^2+b^2-e^{-2bu}.
\end{equation}

At the new threshold the orbit must just reach the unstable equilibrium, where $m_y=0$. Since now $m_z=e^{g-bu}$, this means $2bu-2g=\ln(1+u^2)$. The function $2bu-\ln(1+u^2)$ is stationary in $u$ at $(b_0,u_*)$, so the shift of $u$ drops out at first order and $u_*\delta b=g(u_*)$. With $dt=du/m_y$,
\begin{equation}
b_{\rm step}\simeq b_0+K\alpha,\qquad
K=\frac1{u_*}\int_0^{u_*}\frac{G(u)}{m_y(u)}\,du ,
\end{equation}
where $G$ and $m_y$ are taken at $b_0$.

The sign follows from $G'=2b_0[e^{-2b_0u}-(1-b_0u)]$. The bracket is convex and vanishes at both $0$ and $u_*$, so it is negative between them. Also $G(u_*)=0$, because $(1-b_0u_*)^2+b_0^2$ and $e^{-2b_0u_*}$ both equal $1/(1+u_*^2)$. Thus $G$ falls to zero from above, and $K>0$. Quadrature gives $K=0.270$; the threshold integrated at $\alpha=0.005$ gives a slope of $0.269$.

At $\alpha=0.1$ the linear formula gives $0.402+0.027=0.429$, against $0.427$ from integration. At $\alpha=0.3$ it gives $0.483$ against $0.463$, so the linear law is then too steep.

\section{Numbers and limits}

\textbf{Q:} What does this mean for a layer like mine?

\textbf{A:} Take round model values: $B_K=0.4$~T, $M_s=10^6$~A/m, thickness $t=1$~nm, spin efficiency $\xi=0.3$ and $\alpha=0.02$. The time unit is 14.2~ps. A current density $J$ delivers spin $\xi J\hbar/(2e)$ per area and time. The layer has spin $M_st/\gamma$ per area, and for $\mathbf m\perp\boldsymbol\sigma$ its direction turns at rate $\gamma B_D$. Equating the two rates of spin transfer gives
\begin{equation}
\frac{\xi J\hbar}{2e}=\frac{M_st}{\gamma}\gamma B_D
\quad\Rightarrow\quad J=\frac{2eM_stB_D}{\hbar\xi}.
\end{equation}
The static orthogonal threshold is $B_D=0.5\times0.4=0.200$~T, or $J=2.03\times10^{12}$~A/m$^2$. A sudden step needs $0.4077\times0.4=0.163$~T, or $1.65\times10^{12}$~A/m$^2$. Sudden means short compared with the small-angle precession period, $2\pi\times14.2=89$~ps: a linear rise over 50~ps moves this threshold from $0.408$ to about $0.44\,B_K$, and one over 100~ps to about $0.48\,B_K$. The collinear threshold is $0.02\times0.4=0.008$~T, or $8.1\times10^{10}$~A/m$^2$.

The static-to-collinear ratio is $1/(2\alpha)=25$. I used equal efficiencies to isolate the mechanism. It is not a ratio of total device currents, which cross different areas.

The collinear values are instability thresholds for a current of unlimited duration. A finite pulse needs an excess over $\alpha B_K$ to build up the tilt in time, and that excess does not vanish with damping. For this layer, going from a tilt of 0.1~rad to the equator in 1~ns takes $b=0.046$, $0.059$ and $0.32$ at $\alpha=0.005$, $0.02$ and $0.3$, a factor of about 7 between the extremes; in 10~ns the factor is about 35. For unlimited duration, lowering $\alpha$ from 0.3 to 0.005 divides the collinear threshold by 60. It divides the orthogonal step threshold by only 1.15 and leaves the static one unchanged. Slow ramps at $\alpha=0.02$ and $0.3$ crossed $m_z=0.2$ at $0.5017$ and $0.5023\,B_K$. These lie slightly above $0.5$ because the current keeps rising while $\mathbf m$ leaves.

\textbf{Q:} I also apply a field along the current to choose the final state.

\textbf{A:} If the pulse lasts until $\mathbf m$ has settled in the plane, you need some such bias. With $h=0$, a half-turn about $\boldsymbol\sigma$ exchanges up and down without changing the equations, so the in-plane state has no preference between them. These thresholds describe leaving the up state; where $\mathbf m$ lands after the pulse is a separate calculation and may depend on damping.

For $h=-0.05$ the static threshold is $0.465$. A step from the field-tilted equilibrium needs $0.373$ at $\alpha=0.005$ and $0.395$ at $\alpha=0.1$, reductions of about 20\% and 15\%. The zero-field limit of 19.5\% is therefore not a bound for all fields.

\textbf{Q:} Is there a spin-orbit device in which low damping would help a great deal?

\textbf{A:} It can greatly lower the current at which the up state loses stability, if a field-like torque makes $\mathbf m\cdot\boldsymbol\sigma$ negative. Let $f=\beta b$ with $h=0$. For small tilt the anisotropy gives a tangential field of approximately $-\mathbf m_\perp$, where $\mathbf m_\perp=(m_x,m_y)$, so balance along $y$ gives $m_y\simeq\beta b$, while $\Delta e\simeq2$. Setting the trace (\ref{trace}) to zero,
\begin{equation}
2\alpha+2\beta b^2=0\quad\Rightarrow\quad
b\simeq\sqrt{\alpha/|\beta|}\qquad(\beta<0).
\end{equation}
Amplification is back, with a square-root dependence on damping. The small-tilt estimate requires $\alpha\ll|\beta|$ and $\alpha|\beta|\ll1$. When $|\beta|$ is only comparable with $\alpha$, the gain is modest: at $\alpha=0.02$, stability is lost at $b=0.49$, $0.45$ and $0.42$ for $|\beta|=\alpha$, $2\alpha$ and $3\alpha$. For $\beta=-0.5$ and $\alpha=0.005$ the formula gives $0.100$, and the numerical eigenvalues change sign at $0.099$. At $\alpha=0.02$ the values are $0.200$ and $0.190$; the small-tilt estimate is poorer at the larger tilt. For $\beta>0$ the field-like torque makes the trace more negative at small tilt.

This is loss of stability, not proof of reversal: the motion beyond it could be a sustained oscillation, which I have not examined. To see which case you have, measure the sign and size of the field-like torque. The static threshold is independent of damping when that torque is absent, or does not cause amplification before static balance is lost. The step thresholds were computed only without that torque. All these results assume uniform magnetization; domain nucleation and wall motion require a different calculation. The numerical output below gives the remaining values.

\section*{Computed values}
\begin{verbatim}
Anisotropy field B_K: 0.400 T
Saturation magnetization: 1.00e+06 A/m
Layer thickness: 1.00 nm
Spin efficiency, both geometries: 0.30
Time unit 1/(gamma B_K): 14.20 ps
Thresholds B_D/B_K (dimensionless):
 alpha=0.005: collinear 0.0050, orthogonal step 0.4037
 alpha=0.020: collinear 0.0200, orthogonal step 0.4077
 alpha=0.100: collinear 0.1000, orthogonal step 0.4271
 alpha=0.300: collinear 0.3000, orthogonal step 0.4634
Orthogonal static threshold: 0.5000 B_K
Tilt at static fold: 45.00 deg
 slow ramp, alpha=0.02, h=-0.00: jump at 0.5017 B_K
 slow ramp, alpha=0.02, h=-0.05: jump at 0.4666 B_K
 slow ramp, alpha=0.30, h=-0.00: jump at 0.5023 B_K
 slow ramp, alpha=0.30, h=-0.05: jump at 0.4672 B_K
Undamped step threshold, formula: 0.40237 B_K
Undamped step threshold, integration: 0.40237 B_K
Critical u = -m_x/m_z: 1.9803
m_z at critical turning point: 0.4508
Largest step reduction below static: 19.5 %
Damping slope K, quadrature: 0.2695 B_K
Damping slope K, integration: 0.2686 B_K
Collinear ratio, alpha 0.3 to 0.005: 60.0
Step ratio, alpha 0.3 to 0.005: 1.148
Final m_z, collinear, b=0.5 alpha: 1.0000
Final m_z, collinear, b=1.5 alpha: -1.0000
Final m_z, step 3% below threshold, alpha=0.02: 0.8978
Final m_y, step 2% above threshold, alpha=0.02: 1.0000
Static threshold with h=-0.05: 0.4650 B_K
 step with h=-0.05, alpha=0.005: 0.3725 B_K
 step with h=-0.05, alpha=0.100: 0.3952 B_K
Field-like ratio beta: -0.50
 alpha=0.005: field-like case 0.0987 B_K, small-tilt formula 0.1000 B_K
 alpha=0.020: field-like case 0.1901 B_K, small-tilt formula 0.2000 B_K
Device thresholds at alpha=0.02:
 collinear: B_D = 8.00 mT, J = 8.103e+10 A/m^2
 orthogonal static: B_D = 200.00 mT, J = 2.026e+12 A/m^2
 orthogonal step: B_D = 163.07 mT, J = 1.652e+12 A/m^2
Static orthogonal / collinear at alpha=0.02: 25.0
\end{verbatim}
